# Why free-sublimation rates give an enthalpy too low by RT/2

**Question.** A solid sublimes into vacuum, and its mass-loss rate per unit area, $J$, is recorded at several temperatures. The slope of $\ln J$ against $1/T$, multiplied by $-R$, is an enthalpy. Why does it fall below the sublimation enthalpy $\Delta H$ by $RT/2$, and why does plotting $\ln(J\sqrt T)$ instead remove the difference?

**Answer.**

### What the balance measures

A balance in vacuum records a flux of escaping molecules, whereas $\Delta H$ governs the saturation pressure $p$. The two are linked by an equilibrium argument. Let the solid first stand in its saturated vapour. Molecules strike the surface, and a fraction $\alpha$ of them, the evaporation coefficient, condenses. At equilibrium the solid emits as many molecules as condense. Now remove the vapour. If emission does not depend on the presence of vapour, which is an assumption about the surface, it continues at the same rate and nothing returns. The free-sublimation flux is therefore $\alpha$ times the impingement flux of saturated vapour at the surface temperature $T$.

For an ideal vapour of number density $n$ and molecular mass $m$, only molecules moving towards the surface strike it. With the Maxwell distribution for the normal velocity $v$, the impingement flux is

$$
n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
= n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
= n\sqrt{\frac{kT}{2\pi m}} .
$$

The flux is a density times a speed, and the speed grows as $\sqrt T$. The density follows from the ideal-gas law, $n=p/kT$, which brings in $1/T$. Multiplying by $\alpha m$ to obtain a mass flux gives

$$
J=\alpha m\,\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}
=\alpha p\sqrt{\frac{m}{2\pi kT}}
=\alpha p\sqrt{\frac{M}{2\pi RT}},
$$

where $M$ is the molar mass. This is the Hertz–Knudsen equation without a return flux. At a given pressure a hotter vapour is more dilute by $1/T$ and faster by $\sqrt T$, so the rate carries a net factor $T^{-1/2}$. As the solid is heated, the rate rises slightly less steeply than the pressure.

### From the factor to the slope

The Clapeyron equation gives the pressure part:

$$
\frac{dp}{dT}=\frac{\Delta H}{T\,\Delta V}.
$$

If the molar volume of the solid is negligible and the vapour is ideal, $\Delta V=RT/p$, so $d\ln p/dT=\Delta H/RT^2$. Since $d(1/T)=-dT/T^2$,

$$
\frac{d\ln p}{d(1/T)}=-\frac{\Delta H}{R}.
$$

Take $\alpha$ and the evaporating area as constant, and write $x=1/T$. Then

$$
\ln J=\ln p-\tfrac12\ln T+\text{const}=\ln p+\tfrac12\ln x+\text{const}.
$$

The derivative of $\tfrac12\ln x$ is $1/(2x)=T/2$. Hence

$$
\frac{d\ln J}{d(1/T)}=-\frac{\Delta H}{R}+\frac T2,
\qquad
E_J\equiv-R\,\frac{d\ln J}{d(1/T)}=\Delta H-\frac{RT}{2}.
$$

Multiplying the rate by $\sqrt T$ adds $+\tfrac12\ln T$ to $\ln J$ and cancels the kinetic term at each temperature. What remains is $\ln p$ plus a constant:

$$
-R\,\frac{d\ln(J\sqrt T)}{d(1/T)}=\Delta H(T).
$$

### Where the missing energy is

The same result can be read as an energy balance. Let $\beta=1/kT$, let $\mu$ be the chemical potential, common to solid and saturated vapour, and let $\varepsilon$ be the energy of a vapour molecule. The escaping flux is a sum over outgoing states of (normal velocity) $\times\,e^{-\beta(\varepsilon-\mu)}$. Differentiating its logarithm gives

$$
\frac{d\ln J}{d\beta}=-\langle\varepsilon\rangle_{\rm flux}+\frac{d(\beta\mu)}{d\beta}
=-\left(\langle\varepsilon\rangle_{\rm flux}-h_s\right).
$$

The last step uses the Gibbs–Helmholtz relation for the solid, $d(\beta\mu)/d\beta=h_s$, where $h_s$ is its enthalpy per molecule. The small effect of changing pressure on the solid is dropped, as its volume was above. Thus $E_J$ is the mean energy of an escaping molecule minus the enthalpy it had in the solid, per mole.

In the flux, the two velocity components parallel to the surface carry $kT/2$ each. The normal component is weighted by $v$, because fast molecules cross more often. With $u=mv^2/2$ and $v\,dv=du/m$, its mean energy is

$$
\frac{\int_0^\infty u\,e^{-u/kT}du}{\int_0^\infty e^{-u/kT}du}=kT .
$$

The escaping molecules therefore carry $2kT$ of translational energy. The enthalpy of the vapour contains $\tfrac32kT$ of translational energy plus $kT$ from the $pV$ term, or $\tfrac52kT$. The difference is $kT/2$ per molecule, or $RT/2$ per mole.

A molecular precursor also has rotational and vibrational energy. In an ideal vapour this is independent of the velocity, so if $\alpha$ is the same for every molecular state it has the same mean in the flux as in the bulk, and it cancels. (If condensation favours some states, the split between internal and translational energy in the flux changes, but as long as the overall $\alpha$ does not vary with $T$ the total, and hence the $RT/2$ deficit, is unchanged.) A model vapour with rotational levels tested this at 350 K: the deficit was 1.455 kJ/mol, equal to $RT/2$. For a precursor with a round enthalpy of 80 kJ/mol that is 1.8 %.

### A line fitted over a finite range

An experiment gives one line through several points, so it must be settled which $T$ belongs in $RT/2$. The least-squares slope of data $y_i$ against $x_i$ is

$$
\frac{\sum_i(x_i-\bar x)\,y_i}{\sum_i(x_i-\bar x)^2},
$$

which is linear in the $y_i$. The slope for $\ln(J\sqrt T)$ is therefore that for $\ln J$ plus half that for $\ln T$. Define $T_f$ as minus the fitted slope of $\ln T$ against $1/T$. The corrected enthalpy then exceeds the raw one by $RT_f/2$. Because $\ln T=-\ln x$ has local slope $-1/x=-T$, $T_f$ is a weighted average of the temperatures in the range; for a narrow range it lies near the middle, close to the harmonic mean temperature.

The corrected fit also has a definite meaning when $\Delta H$ varies. If $\Delta H=A+CT$, integrating the Clapeyron equation gives

$$
\ln p=-\frac{A}{R}\,x+\frac{C}{R}\ln T+\text{const},
$$

and the fit returns $A+CT_f=\Delta H(T_f)$. It is the enthalpy at the temperature of the experiment, not at 298 K.

### Numbers for zinc

Zinc has a monatomic vapour and sublimes measurably well below its melting point. The solid is modelled as an Einstein crystal with rough parameters: a sublimation energy of 130 kJ/mol at 0 K and an Einstein temperature of 150 K. Rates with $\alpha=1$ were computed at nine temperatures from 480 to 560 K by integrating over the momenta of the escaping atoms. The reference $\Delta H$ was found separately, from the mean energies of vapour and solid.

At 520 K, with energies measured from an atom at rest in the vapour, the solid has an enthalpy of $-118.810$ kJ/mol. Escaping atoms carry 8.647 kJ/mol, and the vapour has an enthalpy of 10.809 kJ/mol. Hence

$$
E_J=8.647+118.810=127.457\ \text{kJ/mol},
$$
$$
\Delta H=10.809+118.810=129.619\ \text{kJ/mol}.
$$

The local slope of $\ln J$ gives the same 127.457 kJ/mol.

Over the whole range the rate rises by a factor 95.87, from 0.555 to 53.2 mg/(cm² h), while $\sqrt T$ rises by 1.0801. Their product is 103.55, the ratio of the pressures. The end points alone give

$$
\frac{R\ln 95.87}{1/480-1/560}=127.5\ \text{kJ/mol},
\qquad
\frac{R\ln 1.0801}{1/480-1/560}=2.15\ \text{kJ/mol},
$$

with temperatures in kelvin. The fits to all nine points agree:

- $\ln J$ gives 127.47 kJ/mol (1.321 eV).
- $\ln(J\sqrt T)$ gives 129.63 kJ/mol (1.343 eV), as does the separate calculation of $\Delta H$ at $T_f=518.0$ K.
- The difference, $RT_f/2$, is 2.15 kJ/mol (0.022 eV), or 1.7 % of $\Delta H$.

The raw plot gives no visible warning. Its largest departure from a straight line is 0.0017 in $\ln J$, or 0.17 % of the rate. Over so narrow a range $\ln T$ is almost linear in $1/T$, so the factor $T^{-1/2}$ tilts the line and hardly bends it. The corrected plot departs by 0.0008, about half as much. The remaining curvature comes from the heat capacities: near the classical limit of this model the vapour has $\tfrac52R$ and the solid $3R$, so $C\approx-R/2$ and $\ln p$ contains about $-\tfrac12\ln T$. The raw rate contains this term twice, once from $p$ and once from the kinetic factor. The factor of two belongs to the model: real zinc has a larger heat capacity, $C\approx-0.8R$, so both plots bend more and the ratio is nearer 1.6.

### What the square root does not repair

If $\alpha$ varies with temperature, the corrected slope gives

$$
\Delta H-R\,\frac{d\ln\alpha}{d(1/T)} .
$$

An $\alpha$ that rises linearly by 10 % between 480 and 560 K adds 2.66 kJ/mol, more than the bias being removed. The uncorrected plot would then read $127.47+2.66=130.13$ kJ/mol, closer to the true value than the corrected one, but by accident.

The temperature in the formulas is that of the surface, which is cooled by sublimation and radiation. Take an emissivity of 0.1, walls at 300 K and a rough thermal contact of 200 W/(m² K) between sample and heated block. The surface is then 1.3 K colder than the block at 480 K and 3.7 K colder at 560 K. Using the block temperature lowers the corrected enthalpy by 2.5 kJ/mol. A contact ten times better reduces this error to 0.3 kJ/mol. A thermometer that reads 1 K high throughout adds 0.5 kJ/mol.

Vapour must also leave without returning. At 560 K the estimated mean free path is 110 mm, against a sample radius of 2.5 mm. The ratio of these lengths, 2.3 %, indicates how often escaping atoms collide near the sample. Most such collisions do not send an atom back to it, so for a sample in open vacuum with walls that capture the vapour this is a generous upper bound on the returned fraction. The ratio falls with the pressure at lower temperatures, so a return flattens the plot. Even a returned fraction equal to this bound would lower the result by only about 0.55 kJ/mol, and the actual effect should be much smaller. By comparison, independent random errors of 1 % in the rates give a standard error of 0.29 kJ/mol, so the $RT/2$ term can be resolved if the systematic errors are controlled.

For real zinc, a sublimation enthalpy near 130 kJ/mol is a fair rough value, and the model's parameters were chosen in that regime. The assumption most at risk is a constant $\alpha$ and area, since zinc readily grows an oxide film that can block part of the surface. If the effective open fraction changed by 10 % over the range, the shift would again be about 3 kJ/mol, with the sign set by the direction of change. Conversion to room temperature is a separate step: the model gives 130.5 kJ/mol at 298.15 K, and a heat capacity larger by a constant 3 J/(mol K) would add about 0.7 kJ/mol to that conversion. For real zinc the excess over the model grows from about 1 J/(mol K) at 298 K to nearly 3 J/(mol K) at 518 K, so the addition is nearer 0.4 kJ/mol.

### When not to multiply by $\sqrt T$

The correction belongs to measurements of a free-molecular flux, one set by the impingement rate. It also applies to effusion through a small orifice from a cell filled with saturated vapour, because the orifice passes the impingement flux. It does not apply when a carrier gas is saturated with vapour at fixed total pressure $P$ and the moles of vapour per mole of carrier are measured. That ratio is $p/(P-p)\approx p/P$ for $p\ll P$ and contains no molecular speed. Its Arrhenius slope already gives $\Delta H$, and a factor $\sqrt T$ would make the result too high by $RT/2$. Nor does it apply to mass loss limited by diffusion through an inert gas, as in ordinary thermogravimetry. Across a layer of fixed thickness $J\propto Dp/T$, and with $D\propto T^{3/2}$ the raw slope is too high by $RT/2$, so multiplying by $\sqrt T$ would double the error.

The remaining inputs and intermediate values are in the numerical output below.

## Numbers as computed

```
Molar mass of zinc: 65.38 g/mol
Sublimation energy at 0 K (rough input): 130 kJ/mol
Einstein temperature (rough input): 150 K
Number of temperatures: 9, step 10 K
T = 480 K: p = 7.163e-06 Torr, J = 0.555 mg/(cm2 h)
T = 520 K: p = 8.726e-05 Torr, J = 6.497 mg/(cm2 h)
T = 560 K: p = 7.418e-04 Torr, J = 53.222 mg/(cm2 h)
Rate ratio hottest/coldest: 95.87
Pressure ratio hottest/coldest: 103.55
sqrt(T) ratio hottest/coldest: 1.0801
At 520 K, mean energy in bulk vapour: 6.485 kJ/mol
At 520 K, mean energy of escaping atoms: 8.647 kJ/mol
At 520 K, enthalpy of vapour: 10.809 kJ/mol
At 520 K, enthalpy of solid: -118.810 kJ/mol
At 520 K, escaping energy minus solid: 127.457 kJ/mol
At 520 K, local slope of ln J gives: 127.457 kJ/mol
At 520 K, calorimetric dH: 129.619 kJ/mol
Fit temperature T_f: 517.99 K; harmonic mean: 518.72 K
Raw fit of ln J: 127.474 kJ/mol = 1.3212 eV
Fit of ln(J sqrt T): 129.627 kJ/mol = 1.3435 eV
Calorimetric dH at T_f: 129.627 kJ/mol
Bias R*T_f/2: 2.153 kJ/mol = 0.0223 eV
Bias as share of dH: 1.66 %
Largest residual of ln J from its line: 0.00170
Largest residual of ln(J sqrt T): 0.00083
Calorimetric dH at 298.15 K: 130.475 kJ/mol
Rotor vapour at 350 K, bias: 1.455 kJ/mol
That bias as share of 80 kJ/mol: 1.82 %
Shifts of the sqrt(T)-corrected enthalpy from neglected effects:
alpha rising by 10 % over range: +2.66 kJ/mol
Self-cooling inputs: emissivity 0.1, walls 300 K
Contact 200 W/(m2 K): surface colder by 1.27 K at 480 K, 3.71 K at 560 K; -2.52 kJ/mol
Contact 2000 W/(m2 K): surface colder by 0.13 K at 480 K, 0.40 K at 560 K; -0.28 kJ/mol
Thermometer reading 1 K high: +0.50 kJ/mol
Atom diameter 0.4 nm, sample radius 2.5 mm (rough inputs)
Mean free path at 560 K: 110 mm
Crude returned fraction at 560 K: 2.3 %; -0.55 kJ/mol
Standard error from 1 % random rate error: 0.29 kJ/mol
Vapour non-ideality B*p/(R*T) at 560 K: 2.1e-08
Solid/gas volume ratio at 560 K: 2.0e-10
Missing heat capacity 3 J/(mol K), 298.15 K to T_f: 0.66 kJ/mol
```
